Why Repeated Electron Imaging Narrows Many Organic Resist Lines

**Question.** A line of organic resist is measured in an electron microscope, then measured again, and many such lines come out narrower each time. Why does looking at the line remove width, which properties of the resist decide how much, and how does the loss grow with the number of scans?

**Answer.** The beam does not need to knock material off the sidewall. It can break bonds that hold side groups to the polymer. The detached fragments may be small enough to diffuse out, and the remaining network may then close the space they occupied. Each event has its own condition. If no groups detach, nothing becomes volatile. If fragments stay, they go on filling their space. If they leave but the network is rigid, the line becomes porous and keeps most of its width. Narrowing by this route needs all three.

The model below turns this into a formula. It leaves out contraction by crosslinking without mass loss, and sets aside until the end the carbon that a beam can deposit on the walls. Strains are small. Lengths are in nm, energies in eV and moduli in GPa, the natural units here. Contraction counts as negative strain.

**Breaking the side groups**

Let D be the absorbed energy per volume, n the initial density of removable groups, and s the fraction still attached. When all groups are intact, each absorbed eV detaches G of them. Later, energy that falls on an already broken site detaches nothing, so the yield is Gs. An increment dD therefore gives

n ds = −G s dD.

Dividing by ns and integrating from s = 1 at D = 0,

s = exp(−kD), k = G/n.

Let each group occupy a packed volume v, and assume that a detached fragment needs the same volume until it leaves. The fraction of the resist volume that can be lost is φ = nv. Once the fragments have gone, the volume strain that would restore the original packing is

θp = −φ(1 − s) = −φ[1 − exp(−kD)].

This is a target. Whether the resist reaches it depends on escape and on the network.

**Letting the fragments out**

Let S(x,t) be the probability that a fragment released at distance x from one sidewall is still inside a line of width w after time t. With diffusion coefficient Df and open sidewalls,

∂S/∂t = Df ∂²S/∂x², S(0,t) = S(w,t) = 0, S(x,0) = 1.

The sine series of the constant 1 has coefficients 4/[π(2j+1)], and each sine decays at its own rate. At the centre the sines equal (−1)^j, so

S(w/2,t) = (4/π) Σ_j [(−1)^j/(2j+1)] exp[−(2j+1)² t/τ], τ = w²/(π²Df), j = 0, 1, 2, …

Survival cannot increase with time, so ∂S/∂t ≤ 0, and the diffusion equation then gives ∂²S/∂x² ≤ 0. A symmetric profile with this curvature is largest at the centre. The centre value is thus an upper bound on the retained fraction, wherever the fragments are born.

If the time between scans is much longer than τ, each scan starts with the earlier fragments gone. If diffusion is slow, narrowing is delayed until they leave. That can happen with the beam off, but only the elastic part of the closure described below then follows at once. The part that relies on the beam to renew strands must wait for further scans.

**Closing the space**

Cohesion pulls the actual volume strain θ towards θp. The load-bearing skeleton remembers the volume at which its strands were formed. If m is the mean strain at which the strands are free of stress, the two restoring forces balance when

Kc(θ − θp) + Kn(θ − m) = 0,

where Kc and Kn are the cohesive and network moduli. With χ = Kc/(Kc + Kn), this reads

θ = χθp + (1 − χ)m.

A permanent skeleton has m = 0, so it allows the fraction χ of the lost volume to close.

The beam can also break strands that re-form, free of stress, at the current volume. If a fraction dD/Dr of them is renewed in dD, then

dm/dD = (θ − m)/Dr.

Differentiating the expression for θ and inserting this gives

dθ/dD = χ dθp/dD + (1 − χ)(θ − m)/Dr.

The force balance, divided by Kc + Kn, says (1 − χ)(θ − m) = χ(θp − θ). Hence

dθ/dD = χ dθp/dD + κ(θp − θ), κ = χ/Dr.

The first term is immediate elastic closure. The second is gradual closure as the skeleton loses its memory.

Write θ = −φg, so that g is the closed fraction of the removable volume, and let h = 1 − g. Substituting θp and dividing by φ gives

dh/dD = −κh + (κ − χk) exp(−kD), h(0) = 1.

A particular solution A exp(−kD) requires −kA = −κA + κ − χk, so

A = (κ − χk)/(κ − k).

Adding the homogeneous solution that satisfies h(0) = 1,

g = 1 − A exp(−kD) − (1 − A) exp(−κD).

At κ = k the two exponentials merge, and the limit is g = 1 − [1 + (1 − χ)kD] exp(−kD). Without exchange, κ = 0 and A = χ, so g = χ[1 − exp(−kD)]: a stiff skeleton with small χ stays porous. At small dose g ≈ χkD, because exchange has not yet had time to act.

**From lost volume to lost width**

Let x run across the line, y along it and z upwards. A free piece of resist would shrink by the linear strain e = θ/3 in each direction. The line is long and bonded to its substrate, so it cannot shorten along y, and εy = 0. Let E be Young's modulus and ν Poisson's ratio, both taken as uniform. Far from the base and the top nothing varies with z, so force balance and the free sidewalls give σx = 0. The free top means that the vertical force vanishes, ⟨σz⟩ = 0, where the brackets denote an average over the width.

Hooke's law along y, averaged over the width, is

0 = ⟨e⟩ + (⟨σy⟩ − ν⟨σz⟩)/E, so ⟨σy⟩ = −E⟨e⟩.

Since ⟨e⟩ is negative, the line is under tension along its length. Across the width,

⟨εx⟩ = ⟨e⟩ − ν(⟨σy⟩ + ⟨σz⟩)/E = (1 + ν)⟨e⟩.

The blocked shortening along y reappears in part as extra narrowing. The result depends on the average of e, so it also holds when the shrinkage is concentrated in a skin.

The width loss is Δw = −w⟨εx⟩. With e = −φg/3 and two equal halves,

Δw = [2(1 + ν)/3] φ ∫ g dx, with x from 0 to w/2.

If shear stress relaxes by the same law throughout the line, x and z remain equivalent on average, because ⟨σx⟩ = ⟨σz⟩ = 0. After full relaxation no stress is left, the mean volume strain is ⟨θ⟩, and with εy = 0 it is shared equally: ⟨εx⟩ = ⟨θ⟩/2. This is the formula above with ν = 1/2.

**Adding up the scans**

Let one scan deposit D1 at the wall, and let the dose decay over a length λ. After N scans,

D(x) = N D1 exp(−x/λ).

Here x is the initial depth, and each half of the line receives dose from its nearer wall. Dose through the top surface is omitted. For one exponential in g, put q = kD(x). Then dx = −λ dq/q, and

∫ [1 − exp(−kD)] dx = λ[Ein(kDw) − Ein(kDm)],

where Dw = N D1 is the wall dose, Dm = Dw exp[−w/(2λ)] is the dose at mid-width, and

Ein(z) = ∫ [1 − exp(−t)]/t dt, with t from 0 to z.

Since g = A[1 − exp(−kD)] + (1 − A)[1 − exp(−κD)], the narrowing is

Δw = [2(1 + ν)/3] φλ {A[Ein(kDw) − Ein(kDm)] + (1 − A)[Ein(κDw) − Ein(κDm)]}.

Three regimes follow.

- **Early scans.** At small dose g ≈ χkD, and the loss is proportional to N.
- **Later scans.** The wall is used up while deeper material still reacts. From its definition, Ein(2z) − Ein(z) = ln 2 − ∫ exp(−t)/t dt, with t from z to 2z, and the last integral vanishes at large z. Once kDw and κDw are both large, and while the core dose remains small, each doubling of N therefore adds about [2(1 + ν)/3] φλ ln 2. The loss is logarithmic because the reacting front moves inwards by λ ln 2 per doubling.
- **Exhaustion.** With exchange active, g finally tends to 1 everywhere, and Δw tends to (1 + ν)φw/3.

**A line 30 nm wide**

Take round model values: w = 30 nm, height 90 nm, λ = 3 nm, n = 3 nm⁻³, v = 0.05 nm³ and G = 0.03 per eV. Then φ = 3 × 0.05 = 0.15 and k = 0.03/3 = 0.01 nm³/eV. With Kc = 4 GPa, Kn = 1 GPa and Dr = 200 eV/nm³,

χ = 4/5 = 0.8, κ = 0.8/200 = 0.004 nm³/eV,

A = (0.004 − 0.008)/(0.004 − 0.010) = 0.667.

Scans are 10 s apart. For Df = 100 nm²/s, τ = 0.91 s, and at most about 2 × 10⁻⁵ of the fragments from one scan remain when the next begins. For Df = 0.01 nm²/s, τ is about 9100 s. A fragment at the centre then almost certainly stays for the whole interval, and the formula would run ahead of the real narrowing. The results below use the fast case.

Each scan deposits 20 eV/nm³ at the wall, so 20 scans deposit 400 eV/nm³. The mid-width dose is 400 exp(−5) = 2.7 eV/nm³. With ν = 0.35 the prefactor is 2 × 1.35 × 0.15/3 = 0.135, and

Δw = 0.135 × 3 nm × [0.667 × (Ein(4) − Ein(0.027)) + 0.333 × (Ein(1.6) − Ein(0.011))]

= 0.405 nm × [0.667 × 1.941 + 0.333 × 1.123] = 0.68 nm.

The line is now about 29.3 nm wide. A free piece of resist given the wall dose would have lost 14.7 percent of its initial volume as fragments, closed 13.8 percent and kept 0.9 percent open. At the wall itself, the tension in the attached line holds back part of this closure.

The first scan removes 0.062 nm, ten remove 0.44 nm, forty 0.94 nm and eighty 1.20 nm. Between scans 40 and 80 the loss grows by 0.263 nm, against a logarithmic estimate of 0.281 nm. The shortfall of 6 percent, relative to that estimate, comes mainly from the core terms of the formula. More than half of it is dose that crosses the mid-plane, which the formula drops. With the doses from both walls added, the step is 0.273 nm and the shortfall about 3 percent. Exhaustion lies at 1.35 × 0.15 × 30/3 = 2.0 nm.

This curvature matters when the unexposed width is sought by extrapolation. A straight line through the losses after 10 and 20 scans has a slope of (0.676 − 0.442)/10 = 0.0234 nm per scan. Continued back to zero scans, it still shows a loss of 0.442 − 0.234 = 0.21 nm where the true loss is zero. The initial width would be underestimated by that amount.

**What the network contributes**

Without strand exchange, 20 scans still remove 0.63 nm, only 7 percent less than with it. For this soft skeleton, elastic closure does most of the work. Now let Kn be 36 GPa, again without exchange. Then χ = 4/40 = 0.1, and the narrowing falls to 0.079 nm, although the same fragments have left. In a free piece given the wall dose, one tenth of the lost volume closes, about 1.5 percent of the initial volume, and about 13 percent stays as pores. So mass loss alone does not fix the width.

Exchange would let even the stiff skeleton close in the end, but over a dose 1/κ = Dr/χ = 2000 eV/nm³ if Dr is unchanged. That is the wall dose of 100 scans, and even then a free piece given this dose has closed only about 65 percent of its removable volume. Deeper material receives less dose and takes longer.

**How far the formula can be trusted**

A stochastic simulation of individual groups and strands reproduces the closed fraction at 50, 100, 200 and 400 eV/nm³ to within its sampling noise of a few thousandths. A two-dimensional elastic calculation with a clamped base gives 0.676 nm at mid-height, in agreement with the formula. One nanometre above the base it gives 0.35 nm, about half as much. The substrate holds the bottom of the line, so an initially straight wall acquires a foot. The formula fails near the top as well. There the shrunken skin ends at a free surface and bends the corner outwards, so the loss falls to about 0.61 nm at 5 nm below the top and to about 0.19 nm at the top edge. The formula describes the middle of the wall, not the edge that a top-down image may pick out.

Several approximations can be sized for 20 scans:

- Treating the exposures separately, with escape after each, gives 0.674 nm.
- Adding the doses from both walls gives 0.683 nm.
- Letting shrinkage bring deeper material closer to the wall raises the separate-scan result by 3 percent, to 0.694 nm.
- Full and uniform shear relaxation gives 0.75 nm, 11 percent above the elastic result.

Within this model, the choice between elastic and relaxed shear therefore matters more than the other three. The uniform case is not an upper bound, because relaxation driven by the beam is concentrated in the skin. If all the shear stiffness is renewed over the dose Dr, the loss is about 0.80 nm after 20 scans and 1.6 nm after 80. If only the network's one-fifth share is renewed, it is about 0.69 nm after 20. The formula also uses g for a free piece. Letting strands re-form at the volume of the constrained line, with elastic shear, gives 0.665 nm after 20 scans. The exponential dose profile and the local closure law are assumptions that these comparisons do not test.

Deposited carbon can reverse the trend. If each scan adds a thickness c to each wall, the measured width gains 2c per scan. Between scans 40 and 80 the resist loses on average 0.263/40 = 0.0066 nm per scan, so a deposit of about 0.003 nm per wall and scan would cancel it. In the logarithmic regime the loss per scan falls as 1/N, so a steady deposit can overtake it. By this route, repeated imaging narrows a resist line while the closure of vacated space outpaces any growth on its walls. The parameters here are illustrative, so the example does not show how much of the loss measured in a particular resist comes from this route and how much from others, such as crosslinking.

Table of computed values

```
Initial line width: 30.0 nm
Line height: 90.0 nm
Dose decay length: 3.0 nm
Side-group density: 3.0 nm^-3
Packed volume per group: 0.050 nm^3
Removable volume fraction phi: 0.150 (dimensionless)
Initial scission yield: 0.030 per eV
Scission constant k: 0.0100 nm^3/eV
Wall dose per scan: 20.0 eV/nm^3
Cohesive modulus: 4.0 GPa
Network modulus: 1.0 GPa
Strand exchange dose: 200.0 eV/nm^3
Immediate closure chi: 0.800 (dimensionless)
Closure constant kappa: 0.0040 nm^3/eV
Amplitude A: 0.6667 (dimensionless)
Poisson ratio: 0.35 (dimensionless)
Time between scans: 10.0 s
Fast fragment diffusion: 100.00 nm^2/s
Fast escape time: 0.9119 s
Fast centre survival: 2.200e-05 (fraction)
Slow fragment diffusion: 0.01 nm^2/s
Slow escape time: 9119 s
Slow centre survival: 1.000e+00 (fraction)
Closed fraction at 50 eV/nm^3, formula/simulation: 0.3227 / 0.3232
Closed fraction at 100 eV/nm^3, formula/simulation: 0.5313 / 0.5318
Closed fraction at 200 eV/nm^3, formula/simulation: 0.7600 / 0.7601
Closed fraction at 400 eV/nm^3, formula/simulation: 0.9205 / 0.9203
Narrowing after 1 scans: 0.0616 nm
Narrowing after 2 scans: 0.1180 nm
Narrowing after 5 scans: 0.2619 nm
Narrowing after 10 scans: 0.4416 nm
Narrowing after 20 scans: 0.6755 nm
Narrowing after 40 scans: 0.9364 nm
Narrowing after 80 scans: 1.1989 nm
Line width after 20 scans: 29.324 nm
Wall dose after 20 scans: 400.0 eV/nm^3
Wall packed volume lost: 14.725 percent
Wall volume closed: 13.807 percent
Wall volume left open: 0.918 percent
20 scans, no strand exchange: 0.6287 nm
Stiff-network modulus: 36.0 GPa
20 scans, stiff and no exchange: 0.0786 nm
20 scans, shear relaxed: 0.7506 nm
20 scans, finite elements at mid-height: 0.6759 nm
20 scans, finite elements 1 nm above base: 0.3459 nm
20 scans, both wall doses added: 0.6833 nm
20 scans, separate exposures: 0.6741 nm
20 scans, separate exposures and moving depth: 0.6944 nm
Added narrowing from scan 40 to 80: 0.2625 nm
Logarithmic estimate for one doubling: 0.2807 nm
```
